# Kelvin cross-bridge with a narrow contact: the two-dimensional sheet correction: a program that tests the result

```python
"""Kelvin cross-bridge with a contact narrower than its taps.

Result under test: the sheet equation  laplace(V) = V / L_T^2  under the metal,
laplace(V) = 0 elsewhere, gives a Kelvin resistance R_K = V_tap / I above
rho_c / A when film surrounds the contact, so R_K * A overstates rho_c.

Symbols: R_s sheet resistance, rho_c specific contact resistance, A contact
area, L_T = sqrt(rho_c / R_s) transfer length, W width of arm and tap.
The solver works with lengths in um and resistances in units of R_s.
'Sealed' means the corner square alone: current enters uniformly through one
side, and the mean potential of the adjacent side is read.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu


def kelvin(width, contact, transfer, h, arm=None, under=1.0, shift=0):
    """Finite-volume solution for unit current; 'under' scales the film
    resistance below the metal, 'shift' moves the metal toward the tap (cells)."""
    arm = width if arm is None else arm
    n, a, m = round(width / h), round(arm / h), round(contact / h)
    assert (n - m) % 2 == 0
    size, low = n + a, (n - m) // 2
    film = np.zeros((size, size), bool)
    film[:, :n] = True
    film[a:, :] = True
    metal = np.zeros_like(film)
    x0, y0 = a + low, low + shift
    metal[x0:x0 + m, y0:y0 + m] = True
    number = -np.ones(film.shape, int)
    count = int(film.sum())
    number[film] = np.arange(count)
    resist = np.where(metal, under, 1.0)
    rows, cols, vals = [], [], []
    pairs = [((slice(None, -1), slice(None)), (slice(1, None), slice(None))),
             ((slice(None), slice(None, -1)), (slice(None), slice(1, None)))]
    for first, second in pairs:
        both = film[first] & film[second]
        p, q = number[first][both], number[second][both]
        g = 2.0 / (resist[first][both] + resist[second][both])
        rows += [p, q, p, q]
        cols += [p, q, q, p]
        vals += [g, g, -g, -g]
    under_metal = number[metal]
    rows.append(under_metal)
    cols.append(under_metal)
    vals.append(np.full(under_metal.size, (h / transfer) ** 2))
    matrix = coo_matrix((np.concatenate(vals),
                         (np.concatenate(rows), np.concatenate(cols))),
                        shape=(count, count)).tocsc()
    feed, tap = np.zeros(count), np.zeros(count)
    feed[number[0, :n]] = 1.0 / n
    tap[number[a:, size - 1]] = 1.0 / n
    lu = splu(matrix, permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
              options=dict(SymmetricMode=True))
    u, w = lu.solve(feed), lu.solve(tap)
    grid = np.full(film.shape, np.nan)
    grid[film] = u
    slope = np.sum(u[under_metal] * w[under_metal]) * h**2 / transfer**4
    return SimpleNamespace(r=tap @ u, drive=feed @ u, u=u, w=w, feed=feed,
                           tap=tap, grid=grid, x0=x0, y0=y0, m=m,
                           mean=u[under_metal].mean(),
                           peak=u[under_metal].max(), slope=slope)


# ---- rough typical values, conductive amorphous In-Ga-Zn-O film ----
R_s = 5000.0                  # ohm per square
rho_c = 5e-5                  # ohm cm^2
W, side, h = 10.0, 5.0, 0.125  # um
current = 1e-6                # A
area_cm2 = side**2 * 1e-8
L_T = np.sqrt(rho_c / R_s) * 1e4
true_r = rho_c / area_cm2
print(f"film sheet resistance {R_s:.0f} ohm/sq")
print(f"true rho_c {rho_c:.2e} ohm cm2")
print(f"tap width {W:.1f} um, contact side {side:.1f} um")
print(f"transfer length {L_T:.3f} um")
print(f"ideal rho_c/A {true_r:.2f} ohm")

# ---- sealed square: full-width contact against the transmission line ----
t_len = 2.0
full = kelvin(W, W, t_len, h, arm=0)
line = t_len / W / np.tanh(W / t_len)
front = full.drive + 0.5 * h / W
assert abs(front / line - 1) < 3e-3
assert abs(full.r / (t_len / W) ** 2 - 1) < 1e-7
print(f"line front resistance: grid {front:.5f}, formula {line:.5f} R_s")
print(f"sealed full contact: R_K*A/rho_c = {full.r * W**2 / t_len**2:.6f}")

# ---- sealed square: narrow contact against a cosine expansion ----
lam, modes = side / W, 30
k = np.arange(modes)
norm = np.where(k == 0, 1.0, np.sqrt(2.0))


def window(q):
    return lam * np.cos(q * np.pi / 2) * np.sinc(q * lam / 2)


C = 0.5 * np.outer(norm, norm) * (window(k[:, None] - k) + window(k[:, None] + k))
stiff = np.pi**2 * (k[:, None] ** 2 + k[None, :] ** 2)
galerkin = np.diag(stiff.ravel()) + np.kron(C, C) * (W / L_T) ** 2
feed_c, tap_c = np.zeros((modes, modes)), np.zeros((modes, modes))
feed_c[:, 0] = norm
tap_c[0, :] = norm * (-1.0) ** k
spectral = tap_c.ravel() @ np.linalg.solve(galerkin, feed_c.ravel())
sealed = kelvin(W, side, L_T, h, arm=0)
print(f"sealed narrow contact: grid {sealed.r:.5f}, cosines {spectral:.5f} R_s")
assert abs(sealed.r / spectral - 1) < 0.02

# ---- sealed square: excess at large rho_c against the mode sum ----
even = np.arange(0, 401, 2)
c2 = np.sinc(even * lam / 2) ** 2 * np.where(even == 0, 1.0, 2.0)
den = np.pi**2 * (even[:, None] ** 2 + even[None, :] ** 2.0)
den[0, 0] = np.inf
edge_part = (1 - lam**2) / 12
mode_part = np.sum(np.outer(c2, c2) / den)
big = 300.0
grid_excess = kelvin(W, side, big, h, arm=0).r - (big / side) ** 2
print(f"large-rho_c excess terms {edge_part:.5f} + {mode_part:.5f} R_s")
print(f"large-rho_c excess: grid {grid_excess:.5f},"
      f" formula {edge_part + mode_part:.5f} R_s")
assert abs(grid_excess / (edge_part + mode_part) - 1) < 0.02

# ---- sealed square: growth of the excess with a narrow margin ----
t_len = 3.0
e1, e2 = [kelvin(W, W - 2 * d, t_len, h, arm=0).r - (t_len / (W - 2 * d)) ** 2
          for d in (h, 2 * h)]
rate_grid = (4 * e1 - e2) / (2 * h)
rate_formula = 4 / W * (t_len / (2 * W) / np.tanh(W / (2 * t_len))
                        - (t_len / W) ** 2)
print(f"narrow-margin rate at L_T {t_len:.0f} um: grid {rate_grid:.5f},"
      f" formula {rate_formula:.5f} R_s/um")
assert abs(rate_grid / rate_formula - 1) < 0.05

# ---- full device: bend resistance, with a negligible leak to the metal ----
weak = kelvin(W, side, big, h)
bend = (weak.feed - weak.tap) @ (weak.u - weak.w) + h / W - 2.0
bend_exact = 1 - 2 * np.log(2) / np.pi
print(f"bend: grid {bend:.4f}, conformal map {bend_exact:.4f} squares")
assert abs(bend - bend_exact) < 0.01
arm_excess = weak.r - (big / side) ** 2
print(f"full device large-rho_c excess {arm_excess:.4f} R_s")
assert arm_excess > 0

# ---- full device: grid and arm-length checks, main result ----
coarse, mid, fine = [kelvin(W, side, L_T, s) for s in (2 * h, h, h / 2)]
for s, res in zip((2 * h, h, h / 2), (coarse, mid, fine)):
    print(f"cell {s:.4f} um: R_K {res.r * R_s:.2f} ohm")
assert abs(fine.r / mid.r - 1) < 0.03
long_arm = kelvin(W, side, L_T, h, arm=2 * W)
print(f"doubling the arms changes R_K by {100 * (long_arm.r / mid.r - 1):.4f} %")
assert abs(long_arm.r / mid.r - 1) < 5e-3
measured = fine.r * R_s
apparent = measured * area_cm2
print(f"mean potential under metal / I {fine.mean * R_s:.2f} ohm")
print(f"apparent rho_c {apparent:.3e} ohm cm2, ratio {apparent / rho_c:.3f}")
assert abs(fine.mean * R_s / true_r - 1) < 1e-6
assert apparent > rho_c

# ---- current entering through each edge of the contact ----
g, xa, ya, m = fine.grid, fine.x0, fine.y0, fine.m
xs, ys = slice(xa, xa + m), slice(ya, ya + m)
edges = [np.sum(g[xa - 1, ys] - g[xa, ys]),
         np.sum(g[xs, ya + m] - g[xs, ya + m - 1]),
         np.sum(g[xa + m, ys] - g[xa + m - 1, ys]),
         np.sum(g[xs, ya - 1] - g[xs, ya])]
for name, share in zip(("front", "tap-side", "rear", "far-side"), edges):
    print(f"current through {name} edge {100 * share:.2f} %")
assert abs(sum(edges) - 1) < 1e-6

# ---- slope of R_K with rho_c, and the zero-rho_c floor ----
step = 0.01
up, down = [kelvin(W, side, L_T * np.sqrt(1 + s), h).r for s in (step, -step)]
slope_fd = (up - down) / (2 * step * L_T**2)
print(f"A dR_K/drho_c: difference {slope_fd * side**2:.5f},"
      f" overlap {mid.slope * side**2:.5f}")
assert abs(slope_fd / mid.slope - 1) < 1e-3
floor = kelvin(W, side, 1e-3, h, under=1e-6).r
print(f"zero-rho_c floor {floor:.5f} R_s = {floor * R_s:.2f} ohm")
print(f"floor as apparent rho_c {floor * R_s * area_cm2:.3e} ohm cm2")
assert floor > 0

# ---- sweep of rho_c ----
sweep = []
for rho in (5e-6, 5e-5, 5e-4, 5e-3):
    r = kelvin(W, side, np.sqrt(rho / R_s) * 1e4, h).r
    sweep.append(r)
    ratio = r * R_s * area_cm2 / rho
    print(f"rho_c {rho:.0e} ohm cm2: apparent/true {ratio:.3f}")
    assert ratio > 1
assert np.all(np.diff([floor] + sweep) > 0)

# ---- sweep of the film margin round the same contact ----
margins = []
for width in (5.0, 7.5, 10.0, 15.0):
    extra = kelvin(width, side, L_T, h).r * R_s - true_r
    margins.append(extra)
    print(f"margin {(width - side) / 2:.2f} um: excess {extra:.2f} ohm")
assert np.all(np.diff(margins) > 0)
assert abs(margins[0]) < margins[2]

# ---- correction of the fine-grid 'measurement' by Newton iteration ----
x = fine.r * side**2
for turn in range(4):
    trial = kelvin(W, side, np.sqrt(x), h)
    x -= (trial.r - fine.r) / trial.slope
    print(f"Newton {turn + 1}: rho_c {x * R_s * 1e-8:.4e} ohm cm2")
assert abs(x / L_T**2 - 1) < 0.10

# ---- sizes of neglected effects ----
for factor in (0.5, 2.0):
    r = kelvin(W, side, L_T, h, under=factor).r
    print(f"film under metal x{factor}: R_K change {100 * (r / mid.r - 1):.2f} %")
for cells in (4, -4):
    r = kelvin(W, side, L_T, h, shift=cells).r
    print(f"metal moved {cells * h:+.1f} um to tap:"
          f" R_K change {100 * (r / mid.r - 1):.2f} %")
thick, metal_sheet = 50e-9, 1.0       # m; ohm/sq, rough
vertical = R_s * (thick * 100) ** 2 / 3
print(f"film {thick * 1e9:.0f} nm: vertical term/rho_c {100 * vertical / rho_c:.3f} %")
print(f"one square of metal ({metal_sheet:.0f} ohm) / R_K"
      f" {100 * metal_sheet / measured:.3f} %")
mobility, mass, eps_r, barrier = 10e-4, 0.34, 10.0, 0.3  # m2/Vs, m_e, 1, eV
density = 1 / (sc.e * mobility * R_s * thick)
m_eff, eps = mass * sc.m_e, eps_r * sc.epsilon_0
fermi = sc.hbar**2 * (3 * np.pi**2 * density) ** (2 / 3) / (2 * m_eff * sc.e)
E00 = 0.5 * sc.hbar * np.sqrt(density / (m_eff * eps))
depth = np.sqrt(2 * eps * barrier / (sc.e * density))
action = quad(lambda s: 2 * depth * np.sqrt(2 * m_eff * barrier * sc.e
                                           * (1 - s) ** 2) / sc.hbar, 0, 1)[0]
assert abs(action * E00 / barrier - 1) < 1e-6
kT = sc.k * 300 / sc.e
print(f"mobility {mobility * 1e4:.0f} cm2/Vs, mass {mass}, eps {eps_r:.0f},"
      f" barrier {barrier} eV")
print(f"electron density {density * 1e-6:.2e} cm-3, Fermi energy {fermi:.3f} eV")
print(f"tunnelling energy E00 {E00:.4f} eV, kT(300 K) {kT:.4f} eV")
print(f"current {current * 1e6:.0f} uA: peak contact drop"
      f" {current * fine.peak * R_s * 1e3:.3f} mV")
print(f"arm field {current * R_s / (W * 1e-4) * 1e-6:.1e} MV/cm")
glass = 1.0                           # W/(m K), rough
heat = current**2 * fine.drive * R_s / (4 * glass * W * 1e-6)
print(f"self-heating about {heat:.1e} K (glass {glass:.0f} W/mK)")


def emission_energy(temperature):
    thermal = sc.k * temperature / sc.e
    return E00 / np.tanh(E00 / thermal)


warm = np.exp(barrier / emission_energy(350) - barrier / emission_energy(300))
print(f"rho_c(350 K)/rho_c(300 K) about {warm:.3f}")
print("no test failed")
```

It prints:

```
film sheet resistance 5000 ohm/sq
true rho_c 5.00e-05 ohm cm2
tap width 10.0 um, contact side 5.0 um
transfer length 1.000 um
ideal rho_c/A 200.00 ohm
line front resistance: grid 0.20012, formula 0.20002 R_s
sealed full contact: R_K*A/rho_c = 1.000000
sealed narrow contact: grid 0.14347, cosines 0.14336 R_s
large-rho_c excess terms 0.06250 + 0.05045 R_s
large-rho_c excess: grid 0.11302, formula 0.11295 R_s
narrow-margin rate at L_T 3 um: grid 0.02848, formula 0.02844 R_s/um
bend: grid 0.5599, conformal map 0.5587 squares
full device large-rho_c excess 0.1224 R_s
cell 0.2500 um: R_K 743.31 ohm
cell 0.1250 um: R_K 742.84 ohm
cell 0.0625 um: R_K 742.95 ohm
doubling the arms changes R_K by 0.0146 %
mean potential under metal / I 200.00 ohm
apparent rho_c 1.857e-04 ohm cm2, ratio 3.715
current through front edge 56.63 %
current through tap-side edge 20.64 %
current through rear edge 5.11 %
current through far-side edge 17.62 %
A dR_K/drho_c: difference 1.20147, overlap 1.20147
zero-rho_c floor 0.07321 R_s = 366.03 ohm
floor as apparent rho_c 9.151e-05 ohm cm2
rho_c 5e-06 ohm cm2: apparent/true 23.412
rho_c 5e-05 ohm cm2: apparent/true 3.714
rho_c 5e-04 ohm cm2: apparent/true 1.300
rho_c 5e-03 ohm cm2: apparent/true 1.031
margin 0.00 um: excess 9.93 ohm
margin 1.25 um: excess 308.06 ohm
margin 2.50 um: excess 542.84 ohm
margin 5.00 um: excess 874.79 ohm
Newton 1: rho_c 4.3875e-05 ohm cm2
Newton 2: rho_c 4.9933e-05 ohm cm2
Newton 3: rho_c 5.0024e-05 ohm cm2
Newton 4: rho_c 5.0025e-05 ohm cm2
film under metal x0.5: R_K change -9.15 %
film under metal x2.0: R_K change 13.47 %
metal moved +0.5 um to tap: R_K change -11.73 %
metal moved -0.5 um to tap: R_K change 12.87 %
film 50 nm: vertical term/rho_c 0.083 %
one square of metal (1 ohm) / R_K 0.135 %
mobility 10 cm2/Vs, mass 0.34, eps 10, barrier 0.3 eV
electron density 2.50e+19 cm-3, Fermi energy 0.092 eV
tunnelling energy E00 0.0503 eV, kT(300 K) 0.0259 eV
current 1 uA: peak contact drop 0.795 mV
arm field 5.0e-06 MV/cm
self-heating about 1.7e-04 K (glass 1 W/mK)
rho_c(350 K)/rho_c(300 K) about 0.843
no test failed
```
